\section*{Cylinder into Spheres: Area Comparison and Ripple Stability}

\section*{Problem}

A long solid cylinder of radius $R$ has surface energy $\gamma$ per unit area, the same for every surface orientation. Atoms can move along the surface, and the volume stays constant. Ignore the ends of the cylinder, so that a segment of length $L$ counts only its lateral area $2\pi RL$.

\begin{enumerate}
\item[(a)] Each segment of length $L$ is turned into one sphere of the same volume. For which $L$ does the area fall?
\item[(b)] The cylinder instead receives a very small sinusoidal ripple of wavelength $\lambda$. For which $\lambda$ does the area fall? Can a ripple that also varies around the circumference lower it?
\item[(c)] Matter moves by surface diffusion. Which axisymmetric ripples grow, and which grows fastest?
\item[(d)] Compare the answers to (a) and (b), and explain why they can differ. Apply them to an exposed copper wire with $R=10$~nm and $\gamma=1.70$~J/m$^2$, for segments of 40, 50 and 70~nm.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item For (a), write the sphere radius in terms of $R$ and $L$ before comparing areas. The ratio of the two areas depends on $L/R$ alone.
\item For (b), a ripple $\varepsilon\cos kz$ about an unchanged mean radius adds volume. Find the change of mean radius that removes it. This change is of order $\varepsilon^2$, as is the area change you want, so it must be kept.
\item For (c), atoms flow from places of high curvature to places of low curvature. A surface of revolution has two principal curvatures, and a ripple changes both.
\item For (d), ask which shapes each calculation compares. One looks at two end states, the other at the first step of a journey.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two end states}

Let $r_s$ be the sphere radius. Equal volume requires
\begin{equation}
\frac{4\pi}{3}r_s^3=\pi R^2L
\quad\Rightarrow\quad
r_s^3=\frac{3R^2L}{4}.
\end{equation}
The sphere has less area than the segment if $4\pi r_s^2<2\pi RL$, that is, if $2r_s^2<RL$. Both sides are positive, so cubing keeps the direction of the inequality:
\begin{equation}
8r_s^6<R^3L^3 .
\end{equation}
Squaring the volume condition gives $r_s^6=9R^4L^2/16$. Hence
\begin{equation}
\frac{9}{2}R^4L^2<R^3L^3
\quad\Rightarrow\quad
L>\frac{9}{2}R .
\end{equation}
The same algebra gives the area ratio, which is useful later:
\begin{equation}
\frac{A_{\rm sphere}}{A_{\rm cyl}}
=\frac{2r_s^2}{RL}
=\left(\frac{8r_s^6}{R^3L^3}\right)^{1/3}
=\left(\frac{9R}{2L}\right)^{1/3}.
\label{ratio}
\end{equation}

At the threshold $r_s^3=27R^3/8$, so $r_s=3R/2$. The sphere diameter $3R$ is less than the segment length $4.5R$, and the spheres fit in a row along the old axis.

The ratio falls steadily as $L$ grows and tends to zero. Fewer, larger spheres always have less total area, so this comparison selects no preferred spacing. It says which conversions would release energy, and nothing about how they might happen.

\subsection*{(b) A small ripple}

Take
\begin{equation}
r(z)=a+\varepsilon\cos kz,\qquad k=\frac{2\pi}{\lambda},\qquad \varepsilon\ll R .
\end{equation}
The volume of one wavelength is $\pi\int_0^\lambda r^2\,dz$. The term linear in the cosine averages to zero, and $\cos^2kz$ averages to $1/2$. Equal volume therefore requires
\begin{equation}
a^2+\frac{\varepsilon^2}{2}=R^2
\quad\Rightarrow\quad
a=R\sqrt{1-\frac{\varepsilon^2}{2R^2}}
\simeq R-\frac{\varepsilon^2}{4R}.
\end{equation}
The mean radius shrinks because a bulge gains more volume than a neck of equal amplitude loses.

The area of one wavelength is
\begin{equation}
A=2\pi\int_0^\lambda r\sqrt{1+r'^2}\,dz
\simeq2\pi\int_0^\lambda\left(r+\frac{1}{2}r\,r'^2\right)dz .
\end{equation}
The first term gives $2\pi\lambda a$. In the second, $r'^2=k^2\varepsilon^2\sin^2kz$ is already of order $\varepsilon^2$, so $r$ may be replaced by $R$. The average of $\sin^2kz$ is $1/2$, which gives
\begin{equation}
A\simeq2\pi\lambda\left(R-\frac{\varepsilon^2}{4R}+\frac{Rk^2\varepsilon^2}{4}\right).
\end{equation}
Subtracting $2\pi\lambda R$ and taking out the factor $\varepsilon^2/(4R)$,
\begin{equation}
\Delta A=\frac{\pi\lambda\varepsilon^2}{2R}\left(k^2R^2-1\right).
\label{ripple}
\end{equation}
The positive term is the extra area of a sloping surface. The negative term is the gain from the smaller mean radius. Short ripples are steep, and slope wins. Long ripples are gentle, and the radius term wins. The area falls if $kR<1$, that is, if
\begin{equation}
\lambda>2\pi R .
\end{equation}

Now let the ripple also vary around the axis: $r=a+u$ with $u=\varepsilon\cos kz\cos m\theta$ and $m$ a positive integer. Angle brackets denote an average over $\theta$ and $z$. The volume condition is $a^2+\langle u^2\rangle=R^2$, so $a\simeq R-\langle u^2\rangle/(2R)$.

For the area element, the tangent vectors of the surface are $r_\theta\mathbf e_r+r\mathbf e_\theta$ and $r_z\mathbf e_r+\mathbf e_z$, where subscripts on $r$ denote derivatives. The squared area of the parallelogram they span is
\begin{equation}
(r_\theta^2+r^2)(1+r_z^2)-r_\theta^2r_z^2=r^2(1+r_z^2)+r_\theta^2 .
\end{equation}
Its square root is $r+\frac12r\,r_z^2+r_\theta^2/(2r)$ to second order. Since $\langle u_z^2\rangle=k^2\langle u^2\rangle$ and $\langle u_\theta^2\rangle=m^2\langle u^2\rangle$,
\begin{align}
\Delta A&=2\pi\lambda\left(-\frac{\langle u^2\rangle}{2R}
+\frac{Rk^2\langle u^2\rangle}{2}+\frac{m^2\langle u^2\rangle}{2R}\right)\nonumber\\
&=\frac{\pi\lambda\langle u^2\rangle}{R}\left(k^2R^2+m^2-1\right).
\end{align}
For $m=0$, $\langle u^2\rangle=\varepsilon^2/2$ and equation~(\ref{ripple}) returns. For $m\ge1$ the bracket cannot be negative. It vanishes for $m=1$, $k=0$, which merely shifts the whole cylinder sideways.

A general small disturbance is a sum of such waves. Products of different waves average to zero in all three quadratic terms, so their area changes add. If the disturbance repeats with period $L$, its wavelengths are $L$, $L/2$, $L/3$ and so on, or it is uniform along $z$. For $L<2\pi R$, every such disturbance except the sideways shift therefore raises the area at second order.

\subsection*{(c) Growth}

Let $\kappa$ be the sum of the principal curvatures, positive for a cylinder. Adding a small volume $dV$ to the surface changes its area by $\kappa\,dV$. For a uniform cylinder this is seen from $dA/dV=(2\pi L\,dR)/(2\pi RL\,dR)=1/R$. An added atom of volume $\Omega$ thus costs energy $\gamma\Omega\kappa$, and atoms drift towards lower $\kappa$ with a flux proportional to $-\partial\kappa/\partial s$, where $s$ is arc length along the profile. The surface advances where the flux converges. To first order in the ripple, its normal velocity is
\begin{equation}
v=B\frac{\partial^2\kappa}{\partial z^2},\qquad B>0,
\end{equation}
where $B$ contains the surface diffusivity, $\gamma$ and the temperature. Replacing $s$ by $z$, and ignoring the varying circumference, changes only higher orders.

For small slope $\kappa\simeq1/r-r''$. The change of $a$ is second order and may be dropped here, so with $r=R+\varepsilon\cos kz$
\begin{equation}
\kappa\simeq\frac1R+\left(k^2-\frac{1}{R^2}\right)\varepsilon\cos kz .
\end{equation}
Two derivatives of the cosine give a factor $-k^2$, while $v\simeq(d\varepsilon/dt)\cos kz$. Therefore
\begin{equation}
\frac{1}{\varepsilon}\frac{d\varepsilon}{dt}
=Bk^2\left(\frac{1}{R^2}-k^2\right).
\end{equation}
The ripple grows if $kR<1$, which is again $\lambda>2\pi R$. In that case a neck has higher $\kappa$ than a bulge, because its smaller radius outweighs its inward-curving profile. Atoms leave the neck, and it thins further.

With $x=k^2$, the rate $B(x/R^2-x^2)$ has its maximum where $1/R^2-2x=0$. The fastest wavelength is
\begin{equation}
\lambda_{\rm fast}=2\sqrt2\,\pi R\simeq8.89R .
\end{equation}
Very long ripples release area but grow slowly, since atoms must travel far.

\subsection*{(d) Why the two lengths differ}

Since $4.5<2\pi\simeq6.28$, there is a window
\begin{equation}
4.5R<L<2\pi R
\end{equation}
in which spheres have less area than the cylinder, yet every small ripple of period $L$ costs area. This is no contradiction. Part~(a) compares the heights of two places, and part~(b) finds whether the ground around one of them curves up or down. In the window the way to the spheres begins uphill.

The period matters in this statement. A long wire also admits ripples longer than $2\pi R$, and those grow. In the window the cylinder resists small disturbances that repeat with period $L$, but this does not make a long wire stable.

\paragraph{Copper wire.}
The surface energy is $1.70$~J/m$^2=10.61$~eV/nm$^2$. With $R=10$~nm, the sphere threshold is 45.0~nm, the ripple threshold 62.8~nm and the fastest wavelength 88.9~nm.

For $L=50$~nm the cylinder energy per segment is
\begin{equation}
2\pi RL\gamma=2\pi(10)(50)(10.61)\ {\rm eV}\simeq3.33\times10^4\ {\rm eV}.
\end{equation}
Equation~(\ref{ratio}) gives the ratio $(45/50)^{1/3}=0.9655$, so conversion to a sphere changes the energy by $3.33\times10^4\times(-0.0345)\simeq-1150$~eV.

For a ripple of amplitude $0.5$~nm and the same period, $k^2R^2=(2\pi/5)^2=1.579$. Equation~(\ref{ripple}) times $\gamma$ gives
\begin{equation}
\frac{\pi(10.61)(50)(0.5)^2}{2(10)}\,(1.579-1)\ {\rm eV}\simeq12\ {\rm eV}.
\end{equation}
The full area integral also gives 12~eV. The three lengths compare as follows, at fixed $R$, $\gamma$ and ripple amplitude:

\begin{center}
\begin{tabular}{ccc}
$L$ (nm) & to sphere (eV) & 0.5 nm ripple (eV)\\
40 & $+1070$ & $+24$\\
50 & $-1150$ & $+12$\\
70 & $-6390$ & $-5.7$
\end{tabular}
\end{center}

At 40~nm both changes cost energy, and at 70~nm both release it. At 50~nm the signs differ.

\paragraph{A route over the hill.}
The hill can be followed on an explicit path for $L=50$~nm. First let the ripple grow at fixed volume:
\begin{equation}
r=a(1+q\cos kz),\qquad a=\frac{R}{\sqrt{1+q^2/2}},\qquad 0\le q\le1 .
\end{equation}
At $q=1$ the neck closes and leaves a bead with pointed ends. Then round the bead into a sphere. Pair the profile point at a fraction $u$ of the bead's length with the point at polar angle $\pi u$ on the sphere, move each point in a straight line to its partner, and rescale each shape to keep its volume.

Relative to the cylinder, the energy per segment rises to $+773$~eV at $q=0.63$, falls to $+35$~eV at pinch-off, and ends at $-1150$~eV. With this pairing of points, none of the sampled shapes in the rounding stage lies above its starting point. The hill on this path is thus 773~eV high. Another path may have a lower one, so this number is an upper bound on the lowest pass. For $L=70$~nm the sinusoidal part was evaluated at 201 equally spaced values of $q$ from 0 to 1, and the energy fell at every step.

Thermal motion sets a rough scale for the amplitude of this ripple. Write the cost of the 50~nm ripple as $C\varepsilon^2$. The 12~eV found at $\varepsilon=0.5$~nm gives $C\simeq48$~eV/nm$^2$. Classical equipartition assigns $C\langle\varepsilon^2\rangle=k_BT/2$. At 673~K, $k_BT=0.058$~eV, so
\begin{equation}
\varepsilon_{\rm rms}=\sqrt{\frac{0.058}{2(48)}}\ {\rm nm}\simeq0.025\ {\rm nm}.
\end{equation}
This holds for one cosine wave with its crests at fixed positions, in a single segment with periodic ends. If the crests may sit anywhere, an equal sine part is added and the rms amplitude becomes 0.035~nm. Both values are well below one per cent of the radius, far from the top of the path above. They are also smaller than an atomic step on copper, about 0.2~nm, so a smooth-surface model gives only a rough scale here.

\paragraph{The real case.}
The radius, surface energy and temperature are rough typical values for fine copper structures and their annealing. The model wire is a free-standing single crystal. A real interconnect is enclosed by liner and dielectric and lacks the free surface assumed here, so these thresholds do not apply to it until that surface is exposed. An exposed wire may also contain grain boundaries. Suppose each segment contains one flat boundary across the wire, with 0.35 of the surface energy per area (a rough value), and each sphere contains none. The boundary energy is then released too, and the sphere threshold falls from 45.0 to 39.5~nm. The boundary also cuts a groove, so the smooth cylinder is no longer an equilibrium shape and part~(b) does not apply directly. Stored elastic energy is a smaller correction to the sphere threshold: for a stress of 200~MPa and a modulus of 120~GPa it is about $5\times10^{-4}$ of the surface energy, and releasing all of it lowers that threshold by less than 0.1~nm. This ratio alone does not settle its effect on ripples, since it amounts to about 16~eV per 50~nm segment and only the part that changes with the ripple counts there. No break-up time follows from these numbers, since $B$ has not been specified.

\section*{Variation 1: a separate piece with two ends}

\textit{A cylinder of length $L$ is cut off, so that its two end discs also count. For which $L$ does an equal-volume sphere have less area?}

The initial area is now $2\pi RL+2\pi R^2$. With $x=L/R$ and $r_s^2=R^2(3x/4)^{2/3}$, the ratio of sphere to cylinder area is
\begin{equation}
f(x)=\frac{4\pi r_s^2}{2\pi R^2(x+1)}
=\frac{2(3x/4)^{2/3}}{x+1}.
\end{equation}
Its logarithmic derivative is
\begin{equation}
\frac{f'}{f}=\frac{2}{3x}-\frac{1}{x+1}=\frac{2-x}{3x(x+1)} .
\end{equation}
This is positive for $x<2$ and negative for $x>2$, so the largest ratio is
\begin{equation}
f(2)=\frac{2(3/2)^{2/3}}{3}\simeq0.874 .
\end{equation}
The sphere has less area for every $L$. The length $4.5R$ therefore belongs to segments of a continuous cylinder, whose cross-sections are not free surfaces. For a wire much longer than its radius, divided into many segments, the discs are a small correction: if the wire is 1000~nm long and $R=10$~nm, they lower the sphere threshold from 45.0 to 43.7~nm.

\section*{Variation 2: surface energy that depends on tilt}

\textit{Let $\gamma(\vartheta)=\bar\gamma(1+\alpha\cos4\vartheta)$, where $\vartheta$ is the tilt of the surface from the wire axis. How do both thresholds move for $\alpha=\pm0.015$?}

Write $\gamma_0=\gamma(0)=\bar\gamma(1+\alpha)$ and $\gamma_0''=\gamma''(0)=-16\alpha\bar\gamma$. The first derivative vanishes at $\vartheta=0$. For a small ripple $\vartheta\simeq r'$, so
\begin{equation}
\gamma\sqrt{1+r'^2}\simeq\gamma_0+\frac12(\gamma_0+\gamma_0'')r'^2 .
\end{equation}
The slope term now carries $\gamma_0+\gamma_0''$, while the radius term keeps $\gamma_0$. The bracket in~(\ref{ripple}), multiplied by $\gamma_0$, becomes $(\gamma_0+\gamma_0'')k^2R^2-\gamma_0$. If $\gamma_0+\gamma_0''>0$, the ripple threshold is
\begin{equation}
\lambda_c=2\pi R\sqrt{1+\frac{\gamma_0''}{\gamma_0}}
=2\pi R\sqrt{1-\frac{16\alpha}{1+\alpha}} .
\end{equation}

On a sphere the tilt equals the latitude, whose weight is $\frac12\cos\vartheta$ between $-\pi/2$ and $\pi/2$. By symmetry,
\begin{align}
\langle\cos4\vartheta\rangle
&=\int_0^{\pi/2}\cos4\vartheta\cos\vartheta\,d\vartheta
=\frac12\int_0^{\pi/2}(\cos5\vartheta+\cos3\vartheta)\,d\vartheta\nonumber\\
&=\frac12\left(\frac15-\frac13\right)=-\frac1{15}.
\end{align}
The mean sphere energy is $\gamma_s=\bar\gamma(1-\alpha/15)$. Conversion releases energy if the area ratio~(\ref{ratio}) is below $\gamma_0/\gamma_s$, which gives
\begin{equation}
L>\frac92R\left(\frac{\gamma_s}{\gamma_0}\right)^3 .
\end{equation}

For $R=10$~nm, $\alpha=+0.015$ gives thresholds of 42.9~nm for spheres and 54.9~nm for ripples. With $\alpha=-0.015$ they are 47.2 and 70.1~nm. The ripple threshold moves more because it depends on the second derivative of $\gamma$, which carries the factor 16. The 50~nm segment stays inside the window in both cases. This is a model of weak anisotropy with a rough strength. Even in this model the sphere is not exactly the shape of lowest energy, so the first threshold refers to conversion into spheres only. In a real copper crystal the surface energy also varies around the wire. It can have sharp minima at flat facets, where $\gamma''$ does not exist and the ripple formula above does not apply.

\section*{Numbers as computed}
\begin{verbatim}
GENERAL RESULTS
Sphere threshold L/R: 4.5000
Sphere radius there r/R: 1.5000
Area threshold wavelength/R: 6.2832
Growth threshold wavelength/R: 6.2832
Fastest wavelength/R: 8.886
Largest sphere/capped-cylinder area: 0.8736
  reached at L/R: 2.000
COPPER WIRE (rough inputs)
Radius: 10.0 nm
Surface energy: 1.70 J/m^2 = 10.611 eV/nm^2
Temperature: 673 K; kT: 0.0580 eV
Sphere threshold: 45.0 nm
Ripple threshold: 62.8 nm
Fastest wavelength: 88.9 nm
Test ripple amplitude: 0.5 nm
L = 40 nm: sphere radius 14.42 nm
  cylinder energy: 26667.3 eV
  change to sphere: +1067.8 eV
  change by test ripple: +24.379 eV
L = 50 nm: sphere radius 15.54 nm
  cylinder energy: 33334.1 eV
  change to sphere: -1150.4 eV
  change by test ripple: +12.014 eV
L = 70 nm: sphere radius 17.38 nm
  cylinder energy: 46667.7 eV
  change to sphere: -6390.9 eV
  change by test ripple: -5.700 eV
EXPLICIT PATH AT L = 50 nm (relative to cylinder)
Top of sinusoidal part: +772.7 eV
  at amplitude/mean radius: 0.630
At pinch-off: +34.5 eV
Top of rounding part: +34.5 eV
Top of whole path: +772.7 eV
Thermal rms ripple amplitude: 0.0245 nm
NEGLECTED EFFECTS (rough inputs)
Anisotropy alpha = +0.015:
  sphere threshold 42.9 nm
  ripple threshold 54.9 nm
Anisotropy alpha = -0.015:
  sphere threshold 47.2 nm
  ripple threshold 70.1 nm
Grain-boundary/surface energy: 0.35
  sphere threshold 39.5 nm
End discs, wire length 1000 nm:
  sphere threshold 43.7 nm
Curvature length 0.1 nm:
  sphere threshold 44.5 nm
Stress 200 MPa, modulus 120 GPa:
  elastic/surface energy 4.9e-04
\end{verbatim}
